# Divergence and summability of the Coulomb partial-wave series, part 2

The manuscript under review treats spinless, nonrelativistic scattering by $V=Z_1Z_2e^2/(4\pi\epsilon_0 r)$, with mass $m$, wave number $k$, $E=\hbar^2k^2/2m$, $x=\cos\theta$ and $\eta=Z_1Z_2e^2m/(4\pi\epsilon_0\hbar^2k)\neq0$. It writes

$$f(\theta)=\frac{1}{2ik}\sum_{l=0}^\infty(2l+1)(S_l-1)P_l(x),\qquad S_l=e^{2i\sigma_l},\quad \sigma_l=\arg\Gamma(l+1+i\eta),\tag{1}$$

and claims that (i) $S_l-1\to0$, (ii) (1) converges for $\theta\neq0$, (iii) truncation at large $L$ yields Rutherford's amplitude

$$f_C(x)=C(1-x)^{-1-i\eta},\quad C=-\frac{\eta}{k}2^{i\eta}S_0,\qquad |f_C|^2=\frac{\eta^2}{4k^2\sin^4(\theta/2)}.\tag{4}$$

All three claims are false: (1) diverges at every angle.

The exact wave is $\psi=e^{-\pi\eta/2}\Gamma(1+i\eta)e^{ikz}M(-i\eta,1,ik\xi)$, with $M$ Kummer's function and $\xi=r-z$. At large $k\xi$ it is the distorted plane wave $e^{ikz}(k\xi)^{i\eta}\sum_j(-i\eta)_j^2\,i^j/(j!\,(k\xi)^j)$ plus a scattered wave, at leading order $f_Ce^{i\Theta}/r$, where $\Theta=\rho-\eta\ln2\rho$, $\rho=kr$. With $F_l$ the regular radial functions,

$$\psi=\sum_l(2l+1)i^le^{i\sigma_l}\frac{F_l(\rho)}{\rho}P_l(x).\tag{5}$$

In sums over $l$, $z=l+\frac12$. The phases obey $S_l=S_{l-1}\frac{l+i\eta}{l-i\eta}$ and

$$\sigma_l=\eta\ln(l+\tfrac12)+\frac{\eta(1+4\eta^2)}{24(l+\frac12)^2}+O(l^{-4}).\tag{6}$$

With $G=\sum_lh^lP_l=D^{-1/2}$, $D=1-2hx+h^2$, one has, for fixed $0<\theta<\pi$,

$$(2l+1)P_l=E_l\big[\cos\alpha_l+O(l^{-1})\big],\quad E_l=\sqrt{\frac{8(l+\frac12)}{\pi\sin\theta}},\quad\alpha_l=(l+\tfrac12)\theta-\frac\pi4.\tag{7}$$

Legendre coefficients of powers, continued analytically in $s$ where needed, are

$$\int_{-1}^1(1-x)^{-s}P_l\,dx=\frac{(s)_l}{2^ll!}\int_{-1}^1(1-x)^{-s}(1+x)^ldx=2^{1-s}\frac{(s)_l}{(1-s)_{l+1}}.\tag{8}$$

For continuously differentiable $\phi$ on $[-1,1]$, the functional $T$ extends $\int f_C\phi\,dx$:

$$T[\phi]=\int_{-1}^1f_C[\phi-\phi(1)]dx+C\phi(1)\frac{2^{-i\eta}}{-i\eta},\qquad T[P_l]=\frac{S_l}{ik}.\tag{9}$$

It acts term by term on series converging uniformly with their derivative. Also

$$\sum_l(2l+1)\lambda^lP_l(t)=\frac{1-\lambda^2}{(1-2\lambda t+\lambda^2)^{3/2}}\equiv p_\lambda(t),\qquad0\le\lambda<1,\tag{10}$$

and, for smooth $\phi$ with $\phi_l=\int\phi P_l\,dx$,

$$\frac{1}{2ik}\sum_l(2l+1)(S_l-1)\phi_l=T[\phi]-\frac{\phi(1)}{ik}.\tag{11}$$

Here $|\phi_l|\le2\max|\mathcal L^N\phi|/[l(l+1)]^N$ for every $N$, $\mathcal L=-\frac{d}{dx}(1-x^2)\frac{d}{dx}$. If $\phi(1)=0$, the right side of (11) is $\int f_C\phi\,dx$. Cutting at $y_0<1$, with $u_0=1-y_0$,

$$T[\phi]=\int_{-1}^{y_0}f_C\phi\,dy+\int_{y_0}^1f_C[\phi-\phi(1)]dy+C\phi(1)\frac{u_0^{-i\eta}}{-i\eta}.\tag{12}$$

## 5. Abel summability

The claim is that, for each fixed $0<\theta\le\pi$,

$$A_\lambda(x)=\frac{1}{2ik}\sum_l(2l+1)\lambda^l(S_l-1)P_l(x)=f_C(x)+O(1-\lambda),\qquad\lambda\to1^-.\tag{13}$$

By (10) the $-1$ contributes $-p_\lambda(x)/2ik$, which is $O(1-\lambda)$ because the denominator tends to $(2-2x)^{3/2}>0$.

For the rest let $K_\lambda(x,y)=\sum(l+\frac12)\lambda^lP_l(x)P_l(y)$. The factor $\lambda^l$ makes it converge uniformly with its $y$-derivative, so the $S_l$ part of $A_\lambda$ equals $T[K_\lambda(x,\cdot)]$. Let $\mathbf n$ and $\mathbf n'$ be unit vectors with $z$-components $x$ and $y$, and $t=\mathbf n\cdot\mathbf n'=\cos\gamma$. As a function of $\mathbf n'$, $P_l(t)$ is an eigenfunction of the angular Laplacian. Its average $\langle\cdot\rangle$ over the azimuth of $\mathbf n'$ about $\hat{\mathbf z}$ is a regular eigenfunction depending on $y$ alone, hence a multiple of $P_l(y)$; at $y=1$, $t=x$, so $\langle P_l(t)\rangle=P_l(x)P_l(y)$. Then $K_\lambda=\frac12\langle p_\lambda(t)\rangle>0$. Integrating (10) against $P_0$ and $P_1$ leaves only $l=0$ and $l=1$:

$$\tfrac12\!\int_{-1}^1p_\lambda\,dt=1,\qquad\tfrac12\!\int_{-1}^1p_\lambda(1-t)\,dt=1-\lambda.\tag{14}$$

Choose $0<\delta\le\pi/2$ with $\delta<\theta$, set $y_0=\cos(\theta-\delta)$, and use (12) with $\phi=K_\lambda(x,\cdot)$.

**Inside the forward cap.** For $y\ge y_0$ the angle $\gamma$ is at least $\delta$, so $t\le\cos\delta$, and also $x\le\cos\delta$. For every argument up to $\cos\delta$, $D=1-2\lambda t+\lambda^2\ge(\lambda-\cos\delta)^2+\sin^2\delta\ge\sin^2\delta$. With $1-\lambda^2\le2(1-\lambda)$,

$$p_\lambda\le\frac{2(1-\lambda)}{\sin^3\delta},\quad p_\lambda'=\frac{3\lambda(1-\lambda^2)}{D^{5/2}}\le\frac{6(1-\lambda)}{\sin^5\delta},\quad p_\lambda''=\frac{15\lambda^2(1-\lambda^2)}{D^{7/2}}\le\frac{30(1-\lambda)}{\sin^7\delta}.$$

Since $K_\lambda(x,1)=\frac12p_\lambda(x)$, the last term of (12) is at most $(1-\lambda)/(k\sin^3\delta)$. For the middle term expand $p_\lambda(t)-p_\lambda(x)=p_\lambda'(x)(t-x)+\frac12p_\lambda''(\bar t)(t-x)^2$, with $\bar t$ between $t$ and $x$ and $t-x=\mathbf n\cdot(\mathbf n'-\hat{\mathbf z})$. The transverse part of $\mathbf n'$ averages to zero, so $\langle t-x\rangle=-x(1-y)$, while $(t-x)^2\le|\mathbf n'-\hat{\mathbf z}|^2=2(1-y)$. Hence

$$|K_\lambda(x,y)-K_\lambda(x,1)|\le(1-\lambda)(1-y)\Big[\frac{3}{\sin^5\delta}+\frac{15}{\sin^7\delta}\Big].$$

The factor $1-y$ cancels $|f_C|=|C|/(1-y)$, and the middle term is $O(1-\lambda)$.

**Outside the cap.** Let $F(\mathbf n')=f_C(y)$ for $y\le y_0$ and zero otherwise; it is bounded. The first term of (12) is $\int dy\,F\,\frac12\langle p_\lambda\rangle=(4\pi)^{-1}\int Fp_\lambda\,d\Omega'$. In polar coordinates about $\mathbf n$ this is $\frac12\int p_\lambda(t)\bar F(t)dt$, where $\bar F$ is the mean of $F$ over the circle at angle $\gamma$ from $\mathbf n$. For $\gamma\le\delta/2$ the circle lies where $F=f_C$ is smooth. The same Taylor argument, now with $y-x=\hat{\mathbf z}\cdot(\mathbf n'-\mathbf n)$, mean $-x(1-t)$ and square at most $2(1-t)$, gives $|\bar F-f_C(x)|\le(1-t)(\max|f_C'|+\max|f_C''|)$, the maxima taken over $y\le y_0$. For $\gamma>\delta/2$, $|\bar F-f_C(x)|\le2\max|F|\,(1-t)/[1-\cos(\delta/2)]$. Let $M$ be the larger of the two constants. Positivity of $p_\lambda$ and (14) give

$$\Big|\tfrac12\!\int p_\lambda\bar F\,dt-f_C(x)\Big|\le\tfrac12\!\int p_\lambda M(1-t)\,dt=M(1-\lambda),$$

which completes the proof of (13), the backward direction included.

The two results are one mechanism. Near $\gamma=0$, $D\approx(1-\lambda)^2+\gamma^2$, so the $S_l$ part of the Abel sum is $T$ applied to a positive kernel with a peak of width about $1-\lambda$ around the detector direction and a tail that falls as $\gamma^{-3}$. In terms of partial waves this is a soft cut-off at impact parameters near $1/[k(1-\lambda)]$. The tail sets the error of order $1-\lambda$; by the Taylor argument above, the peak alone contributes only order $(1-\lambda)^2$. A sharp cut-off at $L$ averages instead with an oscillating kernel whose value in the forward direction grows with $L$, and it picks up the forward singularity. All constants above grow without bound as $\delta<\theta\to0$. The limit cannot be uniform near the forward direction, because $A_\lambda$ is bounded on $[-1,1]$ for each $\lambda<1$ while $f_C$ is unbounded as $\theta\to0$. At $\theta=0$ it fails: with $\epsilon=1-\lambda$ the $-1$ part of the sum is $-(1+\lambda)/\epsilon^2\approx-2\epsilon^{-2}$, and replacing the sum by an integral, at leading order, the $S_l$ part is $\int2z^{1+2i\eta}e^{-\epsilon z}dz=2\Gamma(2+2i\eta)\epsilon^{-2-2i\eta}$, of smaller modulus since $|\Gamma(2+2i\eta)|<1$. For $l\ge1$ the factor $\lambda^lS_l$ has modulus below one and is not the $S$-matrix of a screened real potential; nothing here concerns the removal of screening.

## 6. A series that does converge

The identity $D\,\partial_hG=(x-h)G$ gives $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$. The function $(1-x)f_C$ is bounded, and since $(1-x)P_l$ vanishes at $x=1$, its Legendre coefficients are $T[(1-x)P_l]=b_l/ik$ with $b_l=S_l-[(l+1)S_{l+1}+lS_{l-1}]/(2l+1)$. The recurrence for $S_l$ gives $S_{l+1}/S_l-1=2i\eta/(l+1-i\eta)$ and $S_{l-1}/S_l-1=-2i\eta/(l+i\eta)$. Over a common denominator the numerator is $2i\eta[(l+1)(l+i\eta)-l(l+1-i\eta)]=-2\eta^2(2l+1)$, so

$$(1-x)f_C=\frac{1}{2ik}\sum_l(2l+1)b_lP_l,\qquad b_l=\frac{2\eta^2S_l}{(l+1-i\eta)(l+i\eta)}.\tag{15}$$

By (7) the terms are $O(l^{-3/2})$ for $0<\theta<\pi$, and the series converges absolutely. Its Abel sum tends to $(1-x)f_C$ by the argument used outside the cap, which needs only a bounded function smooth near $\theta$, and an absolutely convergent series equals its Abel limit. If the manuscript wants a truncated sum at $0<\theta<\pi$, (15) may be truncated and (1) may not. The step can be repeated with profit: by (8) with $s=i\eta-1$ the Legendre coefficients of $(1-x)^2f_C$ are $O(l^{-4})$, so the terms of that series are $O(l^{-7/2})$ for $0<\theta<\pi$.

## 7. Worked example

Take an electron and a fixed proton, spin and relativity neglected, in atomic units: $k=1/a_0$, $E=0.5$ hartree $=13.6057$ eV, $\eta=-1$, $\theta=60^\circ$. The phases come from the complex logarithm of the Gamma function, the $P_l$ from their three-term recurrence.

One finds $\sigma_0=0.301640$ rad, and $\sigma_1=\sigma_0-\pi/4=-0.483758$ rad. At $l=10$, $\sigma_l=-2.353257$ against $\eta\ln10.5=-2.351375$; the difference $-0.00188$ compares with $-5/(24\times10.5^2)=-0.00189$ from (6). At $l=1000$ both equal $-6.908255$ rad to the digits shown.

With $\sin^2 30^\circ=\frac14$, (4) reads $f_C=2\exp[i(\ln\frac14+2\sigma_0)]\,a_0$. The phase is $-1.386294+0.603280=-0.783014$, so $f_C=(1.417582-1.410837\,i)\,a_0$. The amplitude can also be read from $\psi$ itself, by summing the power series of $M$ in 230-digit arithmetic, subtracting twelve terms of the distorted plane wave and dividing by $e^{i\Theta}/r$. The deviation relative to $f_C$ is $0.00990$ at $k\xi=200$ and $0.00498$ at $k\xi=400$, close to the leading estimate $2/k\xi=0.01$ and $0.005$. In the series (5) at $kr=5$, with $F_l$ in 25-digit arithmetic, the terms have moduli $0.174$, $2.4\times10^{-6}$ and $1.6\times10^{-20}$ at $l=5$, 15 and 30.

In the formal series, $(2l+1)|P_l|=12.164$, $38.356$, $121.256$ at $l=100$, 1000, 10000, against $E_l=17.190$, $54.239$, $171.481$. Here $\alpha_l=60^\circ l-15^\circ$, so $|\cos\alpha_l|$ has period 3, with values $\cos15^\circ$, $\cos45^\circ$, $\sin15^\circ$. The three $l$ leave remainder 1 on division by 3, and indeed $121.256/171.481=0.7071$. The largest terms of (1) in the ranges $23\le l<535$ and $535\le l<12392$, which are successive half-periods of $\sin\ln z$, are $19.706\,a_0$ at $l=177$ and $94.807\,a_0$ at $l=4095$, both multiples of 3. Their ratio is $4.811$, and $e^{\pi/2}=4.8105$. The partial sums $\Sigma_L$ show no approach to a number of modulus $2\,a_0$:

| $L$ | $\Sigma_L/a_0$ | $\Sigma_{L+1}/a_0$ |
|---|---|---|
| 100 | $2.99-17.93i$ | $2.58-13.50i$ |
| 1000 | $26.30-19.39i$ | $19.63-14.57i$ |
| 10000 | $-33.01-8.90i$ | $-23.78-6.90i$ |

The Abel sums were taken to $l=36000$, where $\lambda^l$ is negligible:

| $1-\lambda$ | $A_\lambda/a_0$ | $\lvert A_\lambda-f_C\rvert/a_0$ |
|---|---|---|
| 0.01 | $1.379677-1.405563i$ | $3.827\times10^{-2}$ |
| 0.005 | $1.398616-1.408353i$ | $1.913\times10^{-2}$ |
| 0.0025 | $1.408096-1.409634i$ | $9.562\times10^{-3}$ |
| 0.00125 | $1.412838-1.410245i$ | $4.780\times10^{-3}$ |

The error halves with $1-\lambda$, so the order in (13) is attained here. Removing the linear term with the last two rows, $2A_{\rm last}-A_{\rm previous}=(2.825676-1.408096)+(-2.820490+1.409634)i=1.417580-1.410856i$. Richardson extrapolation through all four rows, which assumes a power series in $1-\lambda$ beyond what was proved, lands $1.4\times10^{-9}a_0$ from $f_C$. The cap bounds are far from tight. For $\delta=30^\circ$ the proof bounds $|K_\lambda(x,y)-K_\lambda(x,1)|/[(1-\lambda)(1-y)]$ by $3\times2^5+15\times2^7=2016$, while its largest value on a grid of 200 points in the cap, with a 128-point azimuthal trapezoidal mean, is $6.79$ at $1-\lambda=0.01$ and $6.73$ at $0.001$.

For the smeared series take $\phi=\exp[-1/(1-s^2)]$, $s=(x-0.05)/0.55$, supported on $-0.5<x<0.6$, with integrals by the trapezoidal rule on 4000 intervals. The direct integral is $\int f_C\phi\,dx=(0.257029-0.060120i)\,a_0$. The left side of (11), cut at $l=20$, 100 and 800, differs from it by $1.3\times10^{-3}$, $1.9\times10^{-4}$ and $7\times10^{-12}\,a_0$. The gain between 20 and 100 is modest, and partly by accident of the cuts: the terms carry the factor $|S_l-1|=2|\sin\sigma_l|$, which by (6) is $0.24$ at $l=20$, where $\sigma_l$ is close to $-\pi$, and $1.99$ at $l=100$. Decay faster than any power is in any case an asymptotic statement, whose constants $\max|\mathcal L^N\phi|$ depend on the test function. The series (15), cut at $l=36000$ and divided by $1-x$, is within $1.3\times10^{-7}a_0$ of $f_C$. This cut is a favourable one. Since $2\sin(\theta/2)\cos\alpha_l=\sin[(l+1)\theta-\frac\pi4]-\sin[l\theta-\frac\pi4]$ telescopes and $E_lb_l$ varies slowly, the omitted tail has size about $E_L|b_L|\,|\sin[(L+1)\theta-\frac\pi4]|/[2k(1-x)\,2\sin(\theta/2)]=5.0\times10^{-7}|\sin[(L+1)60^\circ-45^\circ]|\,a_0$. The sine is $\sin15^\circ$ at $L=36000$ but $\sin75^\circ$ at $L=36001$.

The extrapolated Abel sum gives $d\sigma/d\Omega=4.000000\,a_0^2/\text{sr}=1.12011\times10^{-20}\,\text{m}^2/\text{sr}$, equal to $\eta^2/(4k^2\sin^430^\circ)=16/4$ and to the classical $(e^2/16\pi\epsilon_0E)^2/\sin^4(\theta/2)$ evaluated in SI units. These digits describe the fixed-centre, spinless model, not a measurement.

## Recommendation

The manuscript cannot be accepted as it stands. Claims (i) to (iii) must be withdrawn, along with any cross section obtained by squaring a truncation of (1): equation (11) is linear in the amplitude and gives no control over $|\Sigma_L|^2$. The equality sign in (1) may be kept if its sense is declared, either as (11) for test functions that vanish in the forward direction or as the limit (13) at fixed $\theta\neq0$.

Numbers in the example were calculated in double precision.
